# Linear low-temperature heat capacity of glasses from two-level tunnelling systems

## The form of the answer

Let an amorphous solid contain $n_0\,dE$ two-level systems per unit volume with splitting between $E$ and $E+dE$, where $n_0$ does not depend on $E$. In equilibrium the populations of a two-level system depend on $E/kT$ alone, so no other energy enters. The heat capacity per volume, divided by Boltzmann's constant $k$, is a number per volume. From $n_0$, a number per energy and volume, and the thermal energy $kT$, one such quantity linear in $n_0$ can be formed, namely $n_0kT$. Linearity in $n_0$ holds because independent systems add their heat capacities. Therefore

$$C=a\,n_0k^2T,$$

with $a$ a pure number. The linear law expresses a density of splittings that is the same at every energy. Any scale that enters, through an edge of the distribution or through the time of the measurement, can spoil it.

## Theorem 1: constant density

**Assumptions.**

1. The systems are independent, and each has two levels separated by the full gap $E$.
2. Their density per volume and energy is $n_0$ from far below $kT$ to far above it, and does not change with temperature.
3. All of them reach equilibrium during the measurement.

**Statement.** Their heat capacity per volume is

$$C=\frac{\pi^2}{6}\,n_0k^2T .\tag{1}$$

**Lemma 1 (one system).** With $x=E/kT$, one system has heat capacity $k\,h(x)$, where

$$h(x)=\frac{x^2e^x}{(e^x+1)^2}=\frac{x^2}{4\cosh^2(x/2)} .$$

*Proof.* Measured from the lower level, the mean energy is $E$ times the upper population, $E/(e^x+1)$. At fixed $E$, $dx/dT=-x/T$, so

$$\frac{d}{dT}\frac{E}{e^x+1}=-\frac{E\,e^x}{(e^x+1)^2}\left(-\frac{x}{T}\right)=k\,\frac{x^2e^x}{(e^x+1)^2}.$$

The second form of $h$ follows from $e^x+1=2e^{x/2}\cosh(x/2)$. ∎

Setting the derivative of $\ln h$ to zero gives $2/x=\tanh(x/2)$, or $x\tanh(x/2)=2$. The left side increases with $x$, so there is one maximum. It lies at $x=2.399$, where $h=0.439$. Systems with much smaller gaps have nearly equal populations already, and those with much larger gaps are frozen in the lower level.

*Proof of Theorem 1.* Summing over systems with $dE=kT\,dx$,

$$C=n_0k^2T\int_0^\infty h(x)\,dx .$$

Since $e^x/(e^x+1)^2=-\frac{d}{dx}(e^x+1)^{-1}$, integration by parts gives

$$\int_0^\infty h\,dx=\left[-\frac{x^2}{e^x+1}\right]_0^\infty+2\int_0^\infty\frac{x\,dx}{e^x+1}.$$

The boundary term vanishes at both ends. For $x>0$ expand $(e^x+1)^{-1}=\sum_{m\ge1}(-1)^{m+1}e^{-mx}$. The remainder of this alternating series is smaller than the first omitted term, whose integral with $x$ is $1/m^2$ and tends to zero, so the series may be integrated term by term:

$$\int_0^\infty h\,dx=2\sum_{m\ge1}\frac{(-1)^{m+1}}{m^2}.$$

The sum follows from the Fourier series of $x^2$ on $[-\pi,\pi]$. Its mean is $\pi^2/3$ and its cosine coefficients are $\frac2\pi\int_0^\pi x^2\cos mx\,dx=4(-1)^m/m^2$, so

$$x^2=\frac{\pi^2}{3}+4\sum_{m\ge1}\frac{(-1)^m}{m^2}\cos mx .\tag{2}$$

At $x=0$ this gives $\sum(-1)^{m+1}/m^2=\pi^2/12$. The integral is therefore $\pi^2/6$. ∎

As a test, the energy of a ladder of equally spaced splittings (spacing $10^{-3}$, reaching up to 100) was summed and differentiated at $kT=0.5$, 1 and 2 in the same units. In all three cases $C/(n_0k^2T)=1.644934$, which is $\pi^2/6$ to the digits shown.

**Remark 1 (meaning).** Most of the integral of $h$ comes from gaps between $kT$ and $6kT$. These are $5n_0kT$ systems per volume, and each contributes about $0.3k$ on average. Warming the solid brings in more systems in proportion to $T$.

**Remark 2 (finite range).** Suppose that the constant density ends at $E_1$ and $E_2$, with no systems outside. For small $x$, $h\simeq x^2/4$, and for large $x$, $h\simeq x^2e^{-x}$. The missing integrals are $x_1^3/12$ and $(x_2^2+2x_2+2)e^{-x_2}$, with $x_i=E_i/kT$. Relative to $\pi^2/6$ the losses are

$$\frac{x_1^3}{2\pi^2}\quad\text{and}\quad\frac{6}{\pi^2}(x_2^2+2x_2+2)e^{-x_2},\tag{3}$$

valid for $x_1\ll1$ and $x_2\gg1$. In the opposite limit $kT\gg E_2$, with $E_1=0$, every system has $h\simeq x^2/4$, and

$$C\simeq\frac{n_0}{4kT^2}\int_0^{E_2}E^2dE=\frac{n_0E_2^3}{12\,kT^2}.$$

The heat capacity then falls with temperature, because all the systems are saturated.

## From tunnelling to a density of splittings

Consider an atom or group of atoms with two neighbouring wells, at temperatures so low that one state per well matters. In the basis of these two states

$$H=\tfrac12(\Delta\sigma_z-\Delta_0\sigma_x),$$

where $\Delta\ge0$ is the asymmetry, $\Delta_0$ the tunnel coupling and $\sigma_{x,z}$ are Pauli matrices. Because $\sigma_x$ and $\sigma_z$ anticommute, $H^2=\frac14(\Delta^2+\Delta_0^2)$. The levels are $\pm E/2$ with

$$E=\sqrt{\Delta^2+\Delta_0^2}.$$

Under the barrier each well state decays as $\exp(-\int\kappa\,dx)$, where $\hbar\kappa=\sqrt{2m(V-\epsilon)}$ for mass $m$, potential $V$ and energy $\epsilon$ of the well state. The coupling is set by the product of the two tails at a common point, and their exponents add up to the integral across the whole barrier. Hence

$$\Delta_0=\hbar\Omega\,e^{-\lambda},\qquad \lambda=\int\kappa\,dx ,$$

with a prefactor $\hbar\Omega$ that varies slowly compared with the exponential. As a test, the well $V=(x^2-1)^2/8$ with unit mass was diagonalized for $\hbar=0.08$ and $0.05$. With $\epsilon$ set to zero the barrier action is $2/3$, and the exponent changes by $\frac23(20-12.5)=5.000$. The logarithm of the splitting changed by 5.177, which leaves 0.177 for the prefactor, the nonzero energy of the well state and corrections to the estimate.

The standard tunnelling model assumes that disorder spreads $\Delta$ and $\lambda$ uniformly, with constant density $P$ per volume, per unit $\Delta$ and per unit $\lambda$. This is a hypothesis about the glass and is not derived here.

**Lemma 2.** In terms of $E$ and $u=\Delta_0/E$, the density of systems is

$$g(E,u)=\frac{P}{u\sqrt{1-u^2}},\qquad 0<u\le1 .\tag{4}$$

*Proof.* With $\Omega$ held constant, $|d\lambda|=d\Delta_0/\Delta_0$, so the density in $(\Delta,\Delta_0)$ is $P/\Delta_0$. Now $\Delta=E\sqrt{1-u^2}$ and $\Delta_0=Eu$, and the Jacobian is

$$\left|\frac{\partial(\Delta,\Delta_0)}{\partial(E,u)}\right|=E\sqrt{1-u^2}+\frac{Eu^2}{\sqrt{1-u^2}}=\frac{E}{\sqrt{1-u^2}} .$$

Multiplying by $P/(Eu)$ gives (4). ∎

The density (4) does not depend on $E$, but its integral over $u$ diverges logarithmically at $u\to0$. A cutoff is needed, and it brings in a scale. With a smallest coupling $\Delta_{0,\min}$, the substitution $u=1/\cosh s$ turns $du/(u\sqrt{1-u^2})$ into $-ds$, and

$$n(E)=P\,\mathrm{arcosh}\frac{E}{\Delta_{0,\min}}\simeq P\ln\frac{2E}{\Delta_{0,\min}} .$$

At $E=10^4\Delta_{0,\min}$ this is $9.90P$, and a tenfold larger $E$ adds $2.30P$. The density of splittings is thus constant up to a logarithm. In an experiment that is too short for the weakly coupled systems to respond, the cutoff is set by time.

## How fast the systems respond

**Lemma 3 (one-phonon relaxation).** Let a strain $e$ change $\Delta$ by $2\gamma e$ and leave $\Delta_0$ unchanged. In a solid of mass density $\rho$ and sound velocities $v$, the upper population relaxes to equilibrium at the rate

$$\frac1\tau=u^2KE^3\coth\frac{E}{2kT},\qquad K=\frac{1}{2\pi\rho\hbar^4}\sum_{\text{branches}}\frac{\gamma^2}{v^5}.\tag{5}$$

The sum runs over one longitudinal and two transverse branches. Averages over polarization angles are included in the $\gamma$ of each branch.

*Proof.* The perturbation is $\gamma e\sigma_z$. Write $H=\frac E2\,\mathbf n\cdot\boldsymbol\sigma$ with $\mathbf n=(-u,0,\sqrt{1-u^2})$. The part of $\sigma_z$ along $\mathbf n$ is diagonal in the eigenstates. The perpendicular part has weight $\sqrt{1-n_z^2}=u$, so the matrix element of $\sigma_z$ between the two levels has magnitude $u$.

A mode of wavenumber $q$ and frequency $\omega=vq$ in volume $V$ has displacement amplitude $\sqrt{\hbar/2\rho V\omega}$ per quantum, and strain amplitude $q$ times that. With $N=(e^x-1)^{-1}$ phonons in the mode, the golden rule gives for emission

$$W_\downarrow=\frac{2\pi}{\hbar}\gamma^2u^2\sum_{\mathbf q}\frac{\hbar q^2}{2\rho V\omega}(N+1)\,\delta(\hbar\omega-E).$$

The sum becomes $\frac{V}{2\pi^2v^3}\int\omega^2d\omega$, and the delta function gives $1/\hbar$ at $\omega=E/\hbar$. With $q^2/\omega=\omega/v^2$,

$$W_\downarrow=\frac{2\pi}{\hbar}\gamma^2u^2\,\frac{\hbar\omega}{2\rho Vv^2}\,\frac{V\omega^2}{2\pi^2v^3\hbar}(N+1)=\frac{\gamma^2u^2E^3}{2\pi\rho v^5\hbar^4}(N+1).$$

Absorption gives $W_\uparrow$ with $N$ in place of $N+1$. The upper population $p$ obeys

$$\dot p=-W_\downarrow p+W_\uparrow(1-p)=-(W_\downarrow+W_\uparrow)(p-p_{\rm eq}),$$

where $p_{\rm eq}=N/(2N+1)=1/(e^x+1)$. The rates add, $2N+1=\coth(x/2)$, and summing over branches gives (5). ∎

As a test, the golden-rule sum was evaluated for one branch over the modes of a periodic box, with the delta function smeared by $E/30$, for $\Delta=0.8E$, $\Delta_0=0.6E$ and $kT=0.4E$. It gave 1.003 times the closed form.

## Theorem 2: flat asymmetry and tunnelling exponent

**Assumptions.** The distribution in $\Delta$ and $\lambda$ is flat. Relaxation follows (5). The phonon temperature is raised by a small step at time zero and then held. The time $t$ is long compared with the shortest relaxation time at thermal splittings, and the distribution reaches couplings too small to relax within $t$.

**Statement.** The heat taken up by time $t$, per volume and per unit of temperature step, is

$$C(T,t)=\frac{\pi^2}{12}Pk^2T\,\Lambda,\qquad \Lambda=\ln\!\left[4tK(kT)^3\right]+\gamma_E+\ell ,\tag{6}$$

where $\gamma_E=-\int_0^\infty e^{-y}\ln y\,dy=0.577$ is Euler's constant and

$$\ell=\frac{6}{\pi^2}\int_0^\infty h(x)\ln\!\left[x^3\coth\frac x2\right]dx=3.337 .$$

*Proof.* By Lemma 3 each system has taken up the fraction $1-e^{-t/\tau}$ of its equilibrium heat. Let $s=tKE^3\coth(E/2kT)$, the time in units of the shortest relaxation time at that $E$, so that $t/\tau=su^2$. The effective density of splittings is, with $w=u^2$ and $du/u=dw/2w$,

$$n(E,t)=P\int_0^1\frac{1-e^{-su^2}}{u\sqrt{1-u^2}}du=\frac P2\int_0^1\frac{1-e^{-sw}}{w\sqrt{1-w}}dw .$$

Write $1/\sqrt{1-w}=1+(1/\sqrt{1-w}-1)$. The first part, with $y=sw$ and integration by parts, is

$$\int_0^s\frac{1-e^{-y}}{y}dy=(1-e^{-s})\ln s-\int_0^se^{-y}\ln y\,dy\;\to\;\ln s+\gamma_E$$

for $s\gg1$. In the second part the bracket vanishes as $w/2$ at small $w$, so dropping $e^{-sw}$ costs a term of order $1/s$. With $z=\sqrt{1-w}$,

$$\int_0^1\frac{1}{w}\left(\frac{1}{\sqrt{1-w}}-1\right)dw=\int_0^1\frac{2(1-z)}{1-z^2}dz=\int_0^1\frac{2\,dz}{1+z}=2\ln2 .$$

Hence $n(E,t)=\frac P2[\ln4s+\gamma_E]$. Put $E=xkT$, so that $s=tK(kT)^3x^3\coth(x/2)$, and integrate $k\,h(x)\,n\,dE$ with $\int h\,dx=\pi^2/6$. This gives (6). Splittings so small that $s$ is not large have $x\lesssim[tK(kT)^3]^{-1/2}$, and their weight is of order $x^3$. ∎

Equation (6) has the form of (1) with

$$n_0=\tfrac12P\Lambda \tag{7}$$

at the chosen $T$ and $t$. As $\Lambda$ contains $3\ln T$ and $\ln t$,

$$\frac{\partial\ln C}{\partial\ln T}=1+\frac3\Lambda,\qquad\frac{\partial\ln C}{\partial\ln t}=\frac1\Lambda .\tag{8}$$

The heat capacity is slightly steeper than linear at fixed $t$, and grows slowly with time at fixed $T$. As a test, the uptake was integrated directly over $\Delta$ and $\lambda$ for $tK(kT)^3=10^6$. Direct integral and formula both gave $C/(Pk^2T)=15.7225$ and a temperature exponent of 1.157.

## Phonons

Each acoustic branch has $\omega^2d\omega/(2\pi^2v^3)$ modes per volume. The heat capacity of a mode is $k\,x^2e^x/(e^x-1)^2$ with $x=\hbar\omega/kT$, and one integration by parts gives

$$\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx=4\int_0^\infty\frac{x^3dx}{e^x-1}=24\sum_{m\ge1}\frac1{m^4}=\frac{4\pi^4}{15}.$$

The last sum is $\pi^4/90$ by Parseval's theorem for (2): $\frac{2\pi^4}{5}=\frac{2\pi^4}{9}+16\sum m^{-4}$. Hence

$$C_{\rm ph}=\frac{2\pi^2}{15}k\left(\frac{kT}{\hbar}\right)^3\sum_{\text{branches}}\frac1{v^3}.$$

It falls as $T^3$, faster than (6), so the tunnelling systems dominate at low temperature as long as $t$ remains long compared with their shortest relaxation times.

## An oxide film at 0.1 K

Take a film 10 000 nm thick and 1 cm² in area, with round parameters in the regime of vitreous silica. They are rough typical values: $P=10^{20}\ \mathrm{eV^{-1}cm^{-3}}$, $\rho=2.2$ g/cm³, longitudinal and transverse velocities 5.8 and 3.8 km/s, and couplings $\gamma$ of 1.0 and 0.6 eV. The temperature is 0.1 K and the time is 10 s.

Here $kT=8.617\times10^{-6}$ eV, and (5) gives $K=6.55\times10^{19}\ \mathrm{eV^{-3}s^{-1}}$, so $K(kT)^3=4.19\times10^4\ \mathrm{s^{-1}}$. Then

$$\Lambda=\ln(4\times10\times4.19\times10^4)+0.577+3.337=18.25 ,$$

and (7) gives $n_0=9.1\times10^{20}\ \mathrm{eV^{-1}cm^{-3}}$. The number of systems in an energy interval of width $kT$ is $n_0kT=7.9\times10^{15}$ cm⁻³. With $k=1.381\times10^{-23}$ J/K,

$$C=1.645\times7.86\times10^{15}\times1.381\times10^{-23}\simeq1.79\times10^{-7}\ \mathrm{J\,cm^{-3}K^{-1}} .$$

This is 179 nJ/(cm³ K), or 179 pJ/K for the film volume of $10^{-3}$ cm³. Phonons add 1.7 nJ/(cm³ K), about 1% of it.

The exponent from (8) is 1.16. With $n_0$ fixed at its 0.1 K value, the linear law gives 89 nJ/(cm³ K) at 0.05 K and about 1790 at 1 K. The logarithmic law at the same 10 s gives 79 and about 2460. At 0.1 K the uptake is 134 nJ/(cm³ K) after 0.1 s and 224 after 1000 s. The word "linear" thus describes this model over a limited range of temperature and at fixed time.

The shortest relaxation time at the splitting of largest $h$, $2.07\times10^{-5}$ eV, is 1.4 µs, so $t$ is long as required. Systems at this splitting with $u$ near $\sqrt{1.44\times10^{-6}/10}=3.8\times10^{-4}$ are just responding at 10 s. The flat distribution must therefore extend well below $\Delta_0\approx8\times10^{-9}$ eV for (6) to hold.

## What the model leaves out

**Phonons.** In this model, with the sound velocities above, they equal the tunnelling systems at 1.2 K in the logarithmic law at 10 s, and at 1.0 K in the linear law. The measured $T^3$ term of vitreous silica is roughly twice this Debye value, for reasons outside the model, so in the real glass it overtakes the linear term earlier, near 0.7 to 0.8 K.

**Edges.** If the flat density held between $10^{-6}$ and $10^{-3}$ eV alone, (3) gives a loss of $8\times10^{-5}$ of $C$ at 0.1 K, from the lower edge. At 1 K the loss is $9\times10^{-4}$, from the upper edge. These figures hold for a constant $n_0$ cut off in $E$. A lower edge that comes from a smallest coupling is a different matter, because it replaces the time cutoff at every $E$. With $\Delta_{0,\min}=10^{-6}$ eV the density is $P\,\mathrm{arcosh}(E/\Delta_{0,\min})$, about $3.7P$ at the splitting of largest $h$ in place of about $9P$, and $C$ at 0.1 K falls by more than half.

**Interactions.** A system strains its surroundings at distance $r$ by about $\gamma/(\rho v^2r^3)$, which shifts another by about $\gamma^2/(\rho v^2r^3)$. For thermally accessible neighbours $r^{-3}\sim n_0kT$, so the shift relative to $kT$ is of order $n_0\gamma^2/(\rho v^2)\approx2\times10^{-3}$.

**Relaxation.** At 0.1 K and the splitting of largest $h$, the width $\hbar/\tau$ is at most $2.2\times10^{-5}$ of the splitting, which supports the golden rule there. Multi-phonon and thermally activated processes are omitted, so (5) should not be trusted much above 1 K. Phonons at the splitting of largest $h$ have wavelengths of 1160 nm (longitudinal) and 760 nm (transverse). This film is roughly ten times thicker. In a free-standing film about as thick as these wavelengths, the bulk mode density is no longer accurate. In a film on a substrate the phonons continue into the substrate, and the mode density depends on how well the two solids match acoustically. The effect on $C$ is mild: by (6), a rate changed tenfold at all splittings shifts $C$ by $2.30/18.25$, or 13%.

**Real silica.** The result corresponds to $C/T=1.8$ µJ/(cm³ K²), or 0.8 µJ/(g K²) at 2.2 g/cm³. Bulk vitreous silica has a value of roughly 1 µJ/(g K²) and a temperature exponent of roughly 1.2 to 1.3. The model gives 1.16 at 0.1 K and 10 s, but its exponent depends on temperature and time: at 0.1 K and 0.1 s, (8) gives 1.22. An exponent of 1.2 to 1.3 needs $\Lambda$ between 15 and 10, which at 0.1 K means times between about 0.4 s and 3 ms. For times of a second or longer the model stays below 1.19, so the logarithm alone does not account for a steeper exponent measured that slowly. Deposited films may differ considerably, since the density of tunnelling systems depends on preparation, and $C$ is proportional to $P$ at fixed relaxation rates. Real films may also break the assumption that tunnelling systems and phonons alone contribute to the heat capacity. Impurity spins at a density of $2.9\times10^{16}$ cm⁻³, each with the splitting that maximizes its heat capacity at 0.1 K, would double the tunnelling result. A measured linear term therefore yields $n_0$ only after such contributions have been excluded, and $P$ only when the time of the measurement and the relaxation constant $K$ are also known.

The numerical output below lists the main values used here.

## Computed results

```
TESTS
double well: ln splitting ratio 5.177, action change 5.000
ladder C/(n0 k^2 T) at T=0.5,1,2: 1.644934 1.644934 1.644934
pi^2/6 = 1.644934
lost below x=0.2: 4.029e-04, formula 4.053e-04
lost above x=10: 3.367e-03, formula 3.367e-03
n(E)/P at E/Delta0min=1e4: 9.9035, arcosh 9.9035
phonon rate: mode sum/formula = 1.0026
Debye law: mode sum/formula = 0.99949
uptake C/(P k^2 T), tK(kT)^3=1e6: direct 15.7225, formula 15.7225
exponent there: direct 1.1569, formula 1.1569
ell = 3.3373
one-system maximum: x = 2.3994, C/k = 0.4392
EXAMPLE INPUTS (rough, silica-glass regime)
P = 1.0e+20 /(eV cm^3), density = 2.2 g/cm^3
v_l = 5.8 km/s, v_t = 3.8 km/s
gamma_l = 1.0 eV, gamma_t = 0.6 eV
T = 0.1 K, t = 10 s, film 10000 nm x 1 cm^2
EXAMPLE RESULTS at T and t above
kT = 8.617e-06 eV, splitting at maximum = 2.068e-05 eV
K = 6.552e+19 /(eV^3 s), K(kT)^3 = 4.193e+04 /s
shortest tau at that splitting = 1.44 us
L = 18.247, local exponent = 1.164
n0 = 9.124e+20 /(eV cm^3)
n0 kT = 7.862e+15 /cm^3
C/T = 1785.535 uJ/(cm^3 K^2) x 1e-3
C = 178.553 nJ/(cm^3 K)
C of film = 178.55 pJ/K
t = 0.1 s: C = 133.5 nJ/(cm^3 K)
t = 10 s: C = 178.6 nJ/(cm^3 K)
t = 1000 s: C = 223.6 nJ/(cm^3 K)
T (K) | linear law | log law | phonons, nJ/(cm^3 K)
0.05 | 89.3 | 79.1 | 0.21
0.10 | 178.6 | 178.6 | 1.69
0.20 | 357.1 | 397.8 | 13.56
0.50 | 892.8 | 1129.0 | 211.87
1.00 | 1785.5 | 2461.5 | 1694.97
NEGLECTED EFFECTS
phonons equal tunnelling systems at 1.219 K (linear law 1.026 K)
window 1e-06-1e-03 eV, 0.1 K: lost low 7.9e-05, high 3.3e-47
window 1e-06-1e-03 eV, 1.0 K: lost low 7.9e-08, high 8.9e-04
interaction/kT, order of magnitude = 2.0e-03
level width hbar/tau over splitting = 2.2e-05
phonon wavelength: long. 1160 nm, trans. 760 nm
impurity spins that would match C = 2.94e+16 /cm^3
```
